# Gaunt Tables by Gauss-Legendre Quadrature and by Racah's Sum: verification in Python

```python
# RESULT UNDER TEST
# The Gaunt coefficient G = integral of Y_{l1 m1} Y_{l2 m2} Y_{l3 m3} over the
# sphere (m1+m2+m3 = 0, J = l1+l2+l3 even) is given exactly by Gauss-Legendre
# quadrature with J/2+1 nodes, and never with J/2 nodes.  It is compared with
# G = sqrt((2l1+1)(2l2+1)(2l3+1)/(4 pi)) * 3j(000) * 3j(m1 m2 m3),
# where each 3j symbol is evaluated by Racah's single sum.
# Symbols: x = cos(theta); Theta_lm = normalized Legendre function with
# integral of Theta^2 dx = 1 and Condon-Shortley phase; L = largest l1, l2
# in a table whose l3 runs to 2L.  All quantities are dimensionless.
import math
from functools import lru_cache
import mpmath as mp
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.special import lpmv

EPS = np.finfo(float).eps
fact = math.factorial
mp.mp.dps = 40


def folded_rule(n):
    """Gauss-Legendre rule for even integrands: nodes x >= 0 only."""
    x, w = leggauss(n)
    keep = x >= 0
    return x[keep], np.where(x[keep] > 0, 2.0, 1.0) * w[keep]


def precise_folded_rule(n):
    """The same rule in 40-digit arithmetic, by Newton iteration."""
    start = folded_rule(n)[0]
    x = np.array([mp.mpf(float(v)) for v in start], dtype=object)
    fold = np.array([2 if v > 0 else 1 for v in start], dtype=object)

    def legendre_and_slope(x):
        p_old, p = x * 0 + 1, x
        for k in range(1, n):
            p_old, p = p, ((2 * k + 1) * x * p - k * p_old) / (k + 1)
        return p, n * (p_old - x * p) / (1 - x * x)

    for _ in range(3):
        p, slope = legendre_and_slope(x)
        x = x - p / slope
    p, slope = legendre_and_slope(x)
    return x, fold * 2 / ((1 - x * x) * slope * slope)


def theta_table(lmax, x):
    """Theta_lm(x), stored at [l, m + lmax, node], by upward recurrence in l."""
    t = np.zeros((lmax + 1, 2 * lmax + 1, x.size))
    sine = np.sqrt((1 - x) * (1 + x))
    diagonal = np.full(x.size, math.sqrt(0.5))
    for m in range(lmax + 1):
        if m > 0:
            diagonal = -math.sqrt((2 * m + 1) / (2 * m)) * sine * diagonal
        t[m, lmax + m] = diagonal
        b_old = 0.0
        for l in range(m + 1, lmax + 1):
            b = math.sqrt((l * l - m * m) / (4 * l * l - 1))
            value = x * t[l - 1, lmax + m]
            if l - 2 >= m:
                value = value - b_old * t[l - 2, lmax + m]
            t[l, lmax + m] = value / b
            b_old = b
        t[:, lmax - m] = (-1) ** m * t[:, lmax + m]
    return t


def theta_precise(l, m, x):
    """One Theta_lm at 40-digit nodes."""
    k = abs(m)
    sine = np.array([mp.sqrt((1 - v) * (1 + v)) for v in x], dtype=object)
    now = x * 0 + mp.sqrt(mp.mpf(1) / 2)
    for j in range(1, k + 1):
        now = -mp.sqrt(mp.mpf(2 * j + 1) / (2 * j)) * sine * now
    before, b_old = x * 0, mp.mpf(0)
    for j in range(k + 1, l + 1):
        b = mp.sqrt(mp.mpf(j * j - k * k) / (4 * j * j - 1))
        before, now = now, (x * now - b_old * before) / b
        b_old = b
    return now if m >= 0 else (-1) ** k * now


def integrand(table, ls, ms):
    off = table.shape[0] - 1
    return (table[ls[0], ms[0] + off] * table[ls[1], ms[1] + off]
            * table[ls[2], ms[2] + off])


def gaunt_quadrature(table, w, ls, ms):
    return float(w @ integrand(table, ls, ms)) / math.sqrt(2 * math.pi)


def gaps(ls):
    J = sum(ls)
    return J - 2 * ls[0], J - 2 * ls[1], J - 2 * ls[2]


def racah_factors(ls, ms):
    """Signed binomial triples whose products are the terms of Racah's sum."""
    (l1, l2, l3), (m1, m2, m3) = ls, ms
    a, b, c = gaps(ls)
    out = []
    for p in range(c + 1):
        q, r = p + l3 - l1 - m2, p + l3 - l2 + m1
        if 0 <= q <= a and 0 <= r <= b:
            out.append(((-1) ** p * math.comb(c, p), math.comb(a, q), math.comb(b, r)))
    return out


def racah_integer(ls, ms):
    return sum(u * v * s for u, v, s in racah_factors(ls, ms))


def racah_double(ls, ms):
    total = 0.0
    for u, v, s in racah_factors(ls, ms):
        total += float(u) * float(v) * float(s)
    return total


def weight_m(ls, ms):
    return math.prod(fact(l + m) * fact(l - m) for l, m in zip(ls, ms))


def norm_squared(ls):
    return fact(sum(ls) + 1) * math.prod(fact(g) for g in gaps(ls))


@lru_cache(maxsize=None)
def three_j(ls, ms):
    s = racah_integer(ls, ms)
    size = math.sqrt(s * s * weight_m(ls, ms) / norm_squared(ls))
    sign = (-1) ** (abs(ls[0] - ls[1] - ms[2])) * (1 if s >= 0 else -1)
    return sign * size


def gaunt_racah(ls, ms):
    pre = math.sqrt(math.prod(2 * l + 1 for l in ls) / (4 * math.pi))
    return pre * three_j(ls, (0, 0, 0)) * three_j(ls, ms)


def gaunt_racah_precise(ls, ms):
    """Integer Racah sums combined in 40-digit arithmetic."""
    zero = (0, 0, 0)
    pre = mp.sqrt(math.prod(2 * l + 1 for l in ls) / (4 * mp.pi))
    sums = mp.mpf((-1) ** abs(ms[2]) * racah_integer(ls, zero) * racah_integer(ls, ms))
    root = mp.sqrt(mp.mpf(weight_m(ls, zero)) * mp.mpf(weight_m(ls, ms)))
    return pre * sums * root / mp.mpf(norm_squared(ls))


def entries(L):
    """All index sets allowed by the selection rules."""
    for l1 in range(L + 1):
        for l2 in range(L + 1):
            for l3 in range(abs(l1 - l2), l1 + l2 + 1, 2):
                for m1 in range(-l1, l1 + 1):
                    for m2 in range(-l2, l2 + 1):
                        if abs(m1 + m2) <= l3:
                            yield (l1, l2, l3), (m1, m2, -m1 - m2)


def leading(l, m):
    return (math.sqrt((2 * l + 1) / 2) * fact(2 * l)
            / (2 ** l * fact(l) * math.sqrt(fact(l - m) * fact(l + m))))


def predicted_deficit(ls, ms):
    n = sum(ls) // 2
    h = 2 / (2 * n + 1) * (2 ** n * fact(n) ** 2 / fact(2 * n)) ** 2
    return h * math.prod(leading(l, m) for l, m in zip(ls, ms)) / math.sqrt(2 * math.pi)


def storage(L):
    return (12 * L**5 + 70 * L**4 + 160 * L**3 + 185 * L**2 + 113 * L + 30) // 30


def census(L):
    """Count table entries and Racah terms by enumeration."""
    count = terms = 0
    for l1 in range(L + 1):
        m1 = np.arange(-l1, l1 + 1)[:, None]
        for l2 in range(L + 1):
            m2 = np.arange(-l2, l2 + 1)[None, :]
            m3 = np.abs(m1 + m2)
            pair_min = np.minimum(l1 - np.abs(m1), l2 - np.abs(m2))
            for l3 in range(abs(l1 - l2), l1 + l2 + 1, 2):
                allowed = m3 <= l3
                least = np.minimum(np.minimum(pair_min, l3 - m3), min(gaps((l1, l2, l3))))
                count += int(allowed.sum())
                terms += int((least[allowed] + 1).sum())
    return count, terms


# --- Legendre recurrence against the library's associated Legendre functions
xs = np.linspace(-0.95, 0.95, 9)
tab = theta_table(8, xs)
for l in range(9):
    for m in range(l + 1):
        ref = math.sqrt((2 * l + 1) / 2 * fact(l - m) / fact(l + m)) * lpmv(m, l, xs)
        assert np.allclose(tab[l, m + 8], ref, atol=1e-12, rtol=1e-11)

# --- normalization of the 3j symbols, in exact integers
for ls in [(2, 2, 2), (3, 4, 5), (2, 4, 5), (6, 5, 3)]:
    total = 0
    for m1 in range(-ls[0], ls[0] + 1):
        for m2 in range(-ls[1], ls[1] + 1):
            if abs(m1 + m2) <= ls[2]:
                ms = (m1, m2, -m1 - m2)
                total += racah_integer(ls, ms) ** 2 * weight_m(ls, ms)
    assert total == norm_squared(ls)

# --- minimal rule, one node too few, and bound on the sum of magnitudes
rules = {}
for n in range(1, 10):
    x, w = folded_rule(n)
    rules[n] = (theta_table(8, x), w)
err_min = err_deficit = 0.0
smallest_deficit = math.inf
for ls, ms in entries(4):
    half = sum(ls) // 2
    t, w = rules[half + 1]
    exact = gaunt_racah(ls, ms)
    err_min = max(err_min, abs(gaunt_quadrature(t, w, ls, ms) - exact))
    magnitude = float(w @ np.abs(integrand(t, ls, ms)))
    assert magnitude <= math.sqrt((2 * min(ls) + 1) / 2) * (1 + 1e-12)
    if half > 0:
        t, w = rules[half]
        missing = exact - gaunt_quadrature(t, w, ls, ms)
        smallest_deficit = min(smallest_deficit, missing)
        err_deficit = max(err_deficit, abs(missing - predicted_deficit(ls, ms)))
assert err_min < 1e-13 and err_deficit < 1e-13
assert smallest_deficit > 1e-6
print(f"L=4 table, minimal rule: max abs error = {err_min:.1e}")
print(f"L=4 table, one node fewer: smallest deficit = {smallest_deficit:.4e}")
print(f"L=4 table: max error of deficit formula = {err_deficit:.1e}")

# --- worked coefficient
ls, ms = (2, 2, 2), (1, 1, -2)
x4, w4 = folded_rule(4)
t4 = theta_table(2, x4)
f4 = integrand(t4, ls, ms)
print("Example l=(2,2,2), m=(1,1,-2), 4 nodes folded to 2:")
for x, w, f in zip(x4, w4, f4):
    print(f"  x = {x:.8f}, doubled weight = {w:.8f}, integrand = {f:.8f}")
g4 = gaunt_quadrature(t4, w4, ls, ms)
x3, w3 = folded_rule(3)
g3 = gaunt_quadrature(theta_table(2, x3), w3, ls, ms)
assert abs(g4 - math.sqrt(15) / (7 * math.sqrt(2 * math.pi))) < 1e-14
print(f"  weighted sum before 1/sqrt(2 pi) = {w4 @ f4:.8f}")
print(f"  G, 4 nodes = {g4:.10f}")
print(f"  G, 3j formula = {gaunt_racah(ls, ms):.10f}")
print(f"  3j(000) = {three_j(ls, (0, 0, 0)):.8f}, 3j(1,1,-2) = {three_j(ls, ms):.8f}")
print(f"  G, 3 nodes = {g3:.10f}")
print(f"  deficit: found = {g4 - g3:.10f}, predicted = {predicted_deficit(ls, ms):.10f}")


def sphere_harmonic(l, m, x, phi):
    k = abs(m)
    y = (math.sqrt((2 * l + 1) / (4 * math.pi) * fact(l - k) / fact(l + k))
         * lpmv(k, l, x) * np.exp(1j * k * phi))
    return y if m >= 0 else (-1) ** k * np.conj(y)


xg, wg = leggauss(20)
phi = 2 * math.pi * np.arange(16) / 16
X, P = np.meshgrid(xg, phi, indexing="ij")
product = (np.conj(sphere_harmonic(2, -1, X, P)) * sphere_harmonic(2, -2, X, P)
           * sphere_harmonic(2, 1, X, P))
sphere = np.sum(wg[:, None] * product) * 2 * math.pi / 16
c2_sphere = math.sqrt(4 * math.pi / 5) * sphere
c2 = -math.sqrt(4 * math.pi / 5) * g4
assert abs(c2_sphere - c2) < 1e-13
print(f"  Slater coefficient c^2(2,-1;2,1) = {c2:.10f}")
print(f"  same from integration over sphere = {c2_sphere.real:.10f}")

# --- complete table with one common rule, against integer Racah sums
L = 8
x, w = folded_rule(2 * L + 1)
assert x.size == L + 1
t = theta_table(2 * L, x)
count = zeros = 0
max_abs = max_rel = 0.0
smallest = math.inf
for ls, ms in entries(L):
    count += 1
    exact = gaunt_racah(ls, ms)
    error = abs(gaunt_quadrature(t, w, ls, ms) - exact)
    max_abs = max(max_abs, error)
    least = min(min(gaps(ls)), min(l - abs(m) for l, m in zip(ls, ms)))
    assert len(racah_factors(ls, ms)) == least + 1
    if racah_integer(ls, ms) == 0:
        zeros += 1
    else:
        smallest = min(smallest, abs(exact))
        max_rel = max(max_rel, error / abs(exact))
assert count == storage(L) and max_abs < 1e-13 and zeros > 0
print(f"L=8 table: common rule nodes = {2 * L + 1}, folded nodes = {x.size}")
print(f"L=8 table: allowed entries = {count}, accidental zeros = {zeros}")
print(f"L=8 table: max abs error of quadrature = {max_abs:.1e}")
print(f"L=8 table: smallest nonzero |G| = {smallest:.3e}")
print(f"L=8 table: max relative error, nonzero entries = {max_rel:.1e}")

# --- high l: rounding in quadrature and cancellation in Racah's sum.
# End nodes have 1-x of order 1/n^2, so a rounding of x, of a weight or of a
# Legendre function there can cost a relative error of order n^2 * EPS; the
# factor 4 allows for three functions and one weight.
print("l=(l,l,l), m=(1,1,-2), relative errors:")
for l in (10, 20, 40, 80):
    ls, ms = (l, l, l), (1, 1, -2)
    n = 3 * l // 2 + 1
    exact = gaunt_racah(ls, ms)
    x_lib, w_lib = folded_rule(n)
    lib_err = abs(gaunt_quadrature(theta_table(l, x_lib), w_lib, ls, ms) / exact - 1)
    xp, wp = precise_folded_rule(n)
    x, w = xp.astype(float), wp.astype(float)
    q_err = abs(gaunt_quadrature(theta_table(l, x), w, ls, ms) / exact - 1)
    weight_err = float(np.max(np.abs(w_lib / w - 1)))
    fp = theta_precise(l, 1, xp) ** 2 * theta_precise(l, -2, xp)
    g_precise = sum(wp * fp) / mp.sqrt(2 * mp.pi)
    p_err = float(abs(g_precise / gaunt_racah_precise(ls, ms) - 1))
    factors = racah_factors(ls, ms)
    s = racah_integer(ls, ms)
    kappa = sum(abs(u * v * z) for u, v, z in factors) / abs(s)
    r_err = abs(int(racah_double(ls, ms)) - s) / abs(s)
    assert p_err < 1e-25
    assert q_err < 4 * n * n * EPS
    assert r_err <= (len(factors) + 5) * EPS * kappa
    print(f"  l={l}: G={exact:.6f}, nodes={n}, kappa={kappa:.2e}, "
          f"Racah sum in doubles={r_err:.1e}")
    print(f"    quadrature: library rule={lib_err:.1e}, rounded precise rule={q_err:.1e}, "
          f"40 digits={p_err:.1e}")
    print(f"    largest relative error of library weights={weight_err:.1e}")
assert r_err > 1e3 * max(q_err, lib_err)

# --- opposite case: tiny coefficient, a single Racah term
ls, ms = (20, 20, 40), (20, -20, 0)
x, w = folded_rule(41)
exact = gaunt_racah(ls, ms)
quad = gaunt_quadrature(theta_table(40, x), w, ls, ms)
s = racah_integer(ls, ms)
q_rel = abs(quad / exact - 1)
r_rel = abs(int(racah_double(ls, ms)) - s) / abs(s)
assert len(racah_factors(ls, ms)) == 1 and r_rel <= 4 * EPS
assert abs(quad - exact) < 1e-13 and q_rel > 1e-9
print("l=(20,20,40), m=(20,-20,0):")
print(f"  G = {exact:.6e}, quadrature abs error = {abs(quad - exact):.1e}")
print(f"  relative error: quadrature = {q_rel:.1e}, Racah sum = {r_rel:.1e}")

# --- storage and operation counts
print("Table size and average work per entry:")
averages = []
for L in (8, 16, 24):
    number, terms = census(L)
    assert number == storage(L)
    averages.append(terms / number)
    print(f"  L={L}: entries={number}, entries/L^5={number / L**5:.4f}, "
          f"folded nodes={L + 1}, Racah terms={terms / number:.3f}")
first, second = averages[1] - averages[0], averages[2] - averages[1]
assert first > 0 and abs(second / first - 1) < 0.1
print(f"  growth of average Racah terms per unit L = {second / 8:.4f}")
for L in (8, 50):
    print(f"  L={L}: entries = {storage(L)}, memory at 8 bytes each = "
          f"{8 * storage(L) / 1e6:.3f} MB")
print(f"Machine epsilon = {EPS:.3e}")
print("finished without a failed check")
```

Output:

```
L=4 table, minimal rule: max abs error = 1.4e-15
L=4 table, one node fewer: smallest deficit = 2.9522e-05
L=4 table: max error of deficit formula = 1.1e-15
Example l=(2,2,2), m=(1,1,-2), 4 nodes folded to 2:
  x = 0.33998104, doubled weight = 1.30429031, integrand = 0.32827396
  x = 0.86113631, doubled weight = 0.69570969, integrand = 0.17984339
  weighted sum before 1/sqrt(2 pi) = 0.55328334
  G, 4 nodes = 0.2207281154
  G, 3j formula = 0.2207281154
  3j(000) = -0.23904572, 3j(1,1,-2) = -0.29277002
  G, 3 nodes = 0.1545096808
  deficit: found = 0.0662184346, predicted = 0.0662184346
  Slater coefficient c^2(2,-1;2,1) = -0.3499271061
  same from integration over sphere = -0.3499271061
L=8 table: common rule nodes = 17, folded nodes = 9
L=8 table: allowed entries = 25821, accidental zeros = 166
L=8 table: max abs error of quadrature = 2.7e-15
L=8 table: smallest nonzero |G| = 1.787e-05
L=8 table: max relative error, nonzero entries = 2.6e-12
l=(l,l,l), m=(1,1,-2), relative errors:
  l=10: G=0.091177, nodes=16, kappa=4.57e+01, Racah sum in doubles=0.0e+00
    quadrature: library rule=6.7e-16, rounded precise rule=5.6e-16, 40 digits=5.7e-40
    largest relative error of library weights=7.0e-15
  l=20: G=0.064896, nodes=31, kappa=3.57e+03, Racah sum in doubles=0.0e+00
    quadrature: library rule=2.1e-13, rounded precise rule=6.4e-15, 40 digits=4.8e-40
    largest relative error of library weights=2.8e-13
  l=40: G=0.046105, nodes=61, kappa=2.04e+07, Racah sum in doubles=6.4e-11
    quadrature: library rule=1.3e-12, rounded precise rule=1.9e-14, 40 digits=3.7e-39
    largest relative error of library weights=1.7e-12
  l=80: G=0.032690, nodes=121, kappa=6.48e+14, Racah sum in doubles=6.9e-03
    quadrature: library rule=5.1e-12, rounded precise rule=1.2e-13, 40 digits=5.0e-38
    largest relative error of library weights=6.2e-12
l=(20,20,40), m=(20,-20,0):
  G = 1.647763e-12, quadrature abs error = 3.1e-17
  relative error: quadrature = 1.9e-05, Racah sum = 0.0e+00
Table size and average work per entry:
  L=8: entries=25821, entries/L^5=0.7880, folded nodes=9, Racah terms=1.924
  L=16: entries=595833, entries/L^5=0.5682, folded nodes=17, Racah terms=3.227
  L=24: entries=4036565, entries/L^5=0.5069, folded nodes=25, Racah terms=4.550
  growth of average Racah terms per unit L = 0.1653
  L=8: entries = 25821, memory at 8 bytes each = 0.207 MB
  L=50: entries = 140265606, memory at 8 bytes each = 1122.125 MB
Machine epsilon = 2.220e-16
finished without a failed check
```
